# Does Film Stress from Wafer Curvature Need the Film's Modulus?

## The argument under review

The submission concerns a titanium film, 200 nm thick, covering one face of a silicon (001) wafer of diameter 100 mm and thickness 525 µm. The wafer's curvature was 0.0020 m⁻¹ before deposition and 0.0093 m⁻¹ after it, with the film on the concave side. The authors want the film stress, and reason as follows.

*Stress is modulus times strain. Curvature is a matter of geometry, so it can reveal a strain but not a stress. The strain must therefore be multiplied by the modulus of the film. Young's modulus of a thin titanium film may lie anywhere between 80 and 140 GPa, so the stress is uncertain by the same factor, and the film modulus has to be measured first.*

They then put the biaxial modulus of bulk titanium into the curvature formula, obtain 286 MPa, and remark that the value is reasonable.

The first sentence is true of an elastic film. The second is where the reasoning fails: the curvature of an elastic plate of known stiffness reveals a bending moment as well as a shape. What has to be settled is which stiffness converts the curvature into a film stress.

## What the curvature measures

Let the substrate have thickness $h_s$, Young's modulus $E_s$ and Poisson ratio $\nu_s$, and let the film have thickness $h_f$. Measure $z$ from the mid-plane of the substrate towards the film. Tension is positive, and the curvature $\kappa$ is positive when the film is on the concave side. I assume a film that is uniform along the surface, with equal stress in all in-plane directions, on a wafer that is free to bend and deflects little. The analysis applies away from the wafer's edge.

Take first a wafer that is flat when bare. Bending into a shallow spherical cap shortens the planes nearer the centre of curvature, which lies on the film side. With $\varepsilon_0$ the strain of the mid-plane, the in-plane strain in the substrate is

$$\varepsilon(z)=\varepsilon_0-\kappa z .$$

The faces are free, so there is no stress along $z$. Hooke's law with two equal in-plane stresses reads $\varepsilon=(\sigma-\nu_s\sigma)/E_s$, hence

$$\sigma_s(z)=M_s(\varepsilon_0-\kappa z),\qquad M_s=\frac{E_s}{1-\nu_s}.$$

Now cut the wafer, in thought, along a plane normal to its surface. Nothing outside loads it, so the stresses on the cut carry no net force and no net moment. The substrate's share of the moment, per unit width, is

$$\int_{-h_s/2}^{h_s/2}M_s(\varepsilon_0-\kappa z)\,z\,dz=-\frac{M_sh_s^3}{12}\,\kappa ,$$

because the $\varepsilon_0$ term is odd in $z$ and integrates to zero, while $\int z^2dz=h_s^3/12$. The film must supply the opposite moment:

$$\frac{M_sh_s^3}{12}\,\kappa=\int_{\rm film}\sigma\,z\,dz. \tag{1}$$

Hooke's law was used for the substrate alone. The film enters through the stress it carries, whatever produced that stress.

If the film is thin, $z\approx h_s/2$ throughout it, and the right side of (1) becomes $\bar\sigma h_f h_s/2$, where $\bar\sigma$ is the mean film stress. Solving for the stress gives Stoney's formula,

$$\bar\sigma\approx\sigma_{\rm St}=\frac{M_sh_s^2\,\kappa}{6h_f}. \tag{2}$$

The substrate acts as a spring balance. Reading a weight from a balance requires the stiffness of the spring, not that of the object being weighed.

The error in (2) can be bounded without a constitutive law for the film. In terms of $\sigma_{\rm St}$, the left side of (1) is $\sigma_{\rm St}h_fh_s/2$. Suppose the film is in tension throughout its thickness. Since $z$ in the film lies between $h_s/2$ and $h_s/2+h_f$, the integral in (1) lies between $\bar\sigma h_fh_s/2$ and $\bar\sigma h_f(h_s/2+h_f)$. Dividing by $h_fh_s/2$ and writing $h=h_f/h_s$,

$$\bar\sigma\le\sigma_{\rm St}\le(1+2h)\,\bar\sigma . \tag{3}$$

For compression the same holds for magnitudes. In the authors' sample $h=3.81\times10^{-4}$, so the mean stress differs from (2) by less than 0.08 %, for any film modulus. If the stress changes sign through the film, (3) does not apply, and a film of zero mean stress can still bend the wafer slightly.

A bare wafer need not be flat. If it is free of stress in its slightly curved initial shape, the bending strain is proportional to the change of curvature, so $\kappa$ in (2) must be read as that change.

## The authors' sample, recalculated

Rough values for silicon along the cube axes in the wafer plane are $E_s=130$ GPa and $\nu_s=0.28$, so $M_s=130/0.72=180.6$ GPa. The curvature change is $0.0093-0.0020=0.0073$ m⁻¹, a radius of 137 m. Then

$$\sigma_{\rm St}=\frac{(180.6\times10^{9})(525\times10^{-6})^2(0.0073)}{6\,(200\times10^{-9})}\ \text{Pa}\approx 303\ \text{MPa}.$$

The authors' 286 MPa comes from replacing $M_s$ by the biaxial modulus of titanium, $M_f=116/0.68=170.6$ GPa, again from rough bulk constants. Their result is too low by the factor $m=M_f/M_s=0.945$. It looks reasonable because titanium and silicon happen to have similar biaxial moduli, so its plausibility is no evidence for the method. With their own lower estimate of 80 GPa for the film, the same substitution would multiply the correct stress by about 0.65.

Other slips cost more. Using the final curvature without subtracting the initial one gives 386 MPa. Leaving out the Poisson ratio of the substrate gives 218 MPa. "Substrate modulus" in this problem means $E_s/(1-\nu_s)$.

Silicon is anisotropic, so one may ask which direction $E_s$ and $\nu_s$ refer to. On a (001) face the two cube axes are equivalent, and equal stresses along them produce equal strains and no shear. An in-plane strain with equal principal values has the same normal component in every in-plane direction, and so has the stress. Their ratio $M_s$ is therefore independent of direction. With a rough shear modulus of 80 GPa for the cube axes, the constants along the face diagonal are 169.7 GPa and 0.060 (the last digits depend on that rough input), and the ratio is again 180.6 GPa. The two constants must, however, belong to the same direction: the diagonal $E$ with the cube-axis $\nu$ gives 395 MPa, an error of about 30 %.

## Where the film modulus does belong

The authors' intuition fits a different question: what curvature will a given misfit strain produce? Let $\varepsilon_m$ be the elastic strain that a uniform film would have on a substrate held flat and unstrained. For an elastic film the stress in that state is

$$\sigma_{\rm flat}=M_f\varepsilon_m,\qquad M_f=\frac{E_f}{1-\nu_f}.$$

To leading order in $h$ this is also the stress on the free wafer, and (2) can be turned round:

$$\kappa\approx\frac{6M_f\,\varepsilon_m h_f}{M_sh_s^2}. \tag{4}$$

At fixed thicknesses and substrate, two films with equal misfit strain give curvatures in the ratio of their biaxial moduli. Two films with equal stress give the same curvature at this order. Equation (4) contains the product $M_f\varepsilon_m$ and no other combination of the two. A measured curvature therefore fixes the product, which is the stress, and leaves the factors undetermined. To separate them one needs the film modulus:

$$\varepsilon_{\rm el}=\frac{\bar\sigma}{M_f}. \tag{5}$$

The uncertainty that the authors assign to the stress belongs here. I fixed the measured curvature change and the film's Poisson ratio of 0.32, and inverted the problem for three assumed film moduli by numerical minimization of the elastic energy of the two layers:

| Assumed $E_f$ (GPa) | Mean stress (MPa) | Elastic strain (%) |
|---|---|---|
| 80 | 302.6 | 0.257 |
| 116 | 302.6 | 0.177 |
| 140 | 302.6 | 0.147 |

The extra digit is kept to show that the stress does not move; it is not a claim of accuracy. The strain changes by the factor $140/80=1.75$.

## Finite thickness: two stresses with different needs

A careful author could reply that (2) is a limit, and that the film modulus must return when the film is not thin. It does, but how strongly depends on which stress is meant. Let the film be elastic and uniform, with stress $M_f(\varepsilon_m+\varepsilon_0-\kappa z)$.

**Mean stress on the bent wafer.** The film's mid-plane is at $z_c=(h_s+h_f)/2$. About it the stress varies with slope $-M_f\kappa$, so

$$\int_{\rm film}\sigma z\,dz=\bar\sigma h_f\,\frac{h_s+h_f}{2}-\frac{M_fh_f^3}{12}\,\kappa .$$

Inserting this in (1) and collecting the terms in $\kappa$,

$$\bar\sigma=\frac{(M_sh_s^3+M_fh_f^3)\,\kappa}{6h_f(h_s+h_f)}=\sigma_{\rm St}\,\frac{1+mh^3}{1+h}. \tag{6}$$

The first-order correction, $-h$, is geometric: the film force acts at $z_c$ rather than at $h_s/2$. The film modulus first appears at third order in $h$.

**Stress if the wafer were held flat.** Zero net force requires $M_sh_s\varepsilon_0+\bar\sigma h_f=0$, so $\varepsilon_0=-h\bar\sigma/M_s$. The mean stress is the stress at $z_c$, namely $\bar\sigma=M_f(\varepsilon_m+\varepsilon_0-\kappa z_c)$. Hence

$$M_f\varepsilon_m=\bar\sigma+mh\,\bar\sigma+M_f\kappa\,\frac{h_s(1+h)}{2}.$$

From (2), $\kappa h_s=6h\sigma_{\rm St}/M_s$, so the last term is $3mh(1+h)\sigma_{\rm St}$. Using (6) for $\bar\sigma$,

$$\sigma_{\rm flat}=\sigma_{\rm St}\left[\frac{(1+mh)(1+mh^3)}{1+h}+3mh(1+h)\right],$$

and, over the common denominator,

$$\sigma_{\rm flat}=\sigma_{\rm St}\,\frac{1+4mh+6mh^2+4mh^3+m^2h^4}{1+h}. \tag{7}$$

To first order $\sigma_{\rm flat}\approx\sigma_{\rm St}[1+(4m-1)h]$. Here the modulus enters at first order, because letting the wafer go relaxes the film by about $4mh\,\sigma$. One part of the four comes from uniform compression of the substrate and three come from bending.

For the sample, $(4\times0.945-1)\times3.81\times10^{-4}$ is about 0.11 %, which puts the flat-wafer stress at 303.1 MPa against a mean of 302.6 MPa. Changing the assumed film modulus from 80 to 140 GPa moves the flat-wafer stress by about 0.2 MPa.

A thick film shows the contrast better. Take $h=0.1$ and a fixed measured curvature. Raising $m$ from 0.5 to 1 changes the mean stress (6) by about 0.05 %, but raises $\sigma_{\rm flat}/\sigma_{\rm St}$ from 1.12 to 1.33. For $m=1$ the numerator of (7) is $(1+h)^4$, so the ratio is $(1+h)^3$. If the flat-wafer stress of such a coating is wanted, the authors' request for a film modulus is justified.

## A film that does not obey Hooke's law

The proposed method has a further weakness: modulus times misfit strain need not be the stress at all. Consider a film that is elastic up to a biaxial stress of 300 MPa and then flows at constant stress. In this section $\varepsilon_m$ means the total misfit that the film must accommodate on a flat substrate, elastic and plastic parts together. Let the misfit strain grow steadily, with the wafer free, to three times the yield strain:

$$\varepsilon_m=\frac{3\times300\ \text{MPa}}{170.6\ \text{GPa}}=0.528\ \% .$$

The film carries 300 MPa. Multiplying the misfit by $M_f$ gives 900 MPa, whereas Stoney's formula applied to the resulting curvature gives 300.1 MPa. The small excess is the factor $1+h$ that (1) yields for a stress uniform through the thickness. Equation (5) still gives the elastic part of the strain, but the plastic part has left no separate trace in the curvature.

## Where the uncertainty really lies

**Thicknesses.** The substrate thickness enters squared: an error of +5 µm in 525 µm raises the stress by 1.9 %. The film thickness enters inversely: an error of +10 nm in 200 nm lowers it by 4.8 %. Either outweighs the finite-thickness correction. If the film thickness is in doubt, the force per width $\sigma_{\rm St}h_f\approx61$ N/m is the better quantity to report, since it does not require $h_f$.

**Gravity.** Treat the wafer as an isotropic plate of radius $R$, supported at its edge, under its weight per area $q$. Its stiffness is $D=E_sh_s^3/[12(1-\nu_s^2)]$, and its deflection obeys $D\nabla^4w=q$. The solution is

$$w=\frac{q}{64D}(R^2-r^2)\left(\frac{5+\nu_s}{1+\nu_s}R^2-r^2\right).$$

Indeed $\nabla^4r^4=64$ while the constant and $r^2$ terms drop out; $w$ vanishes at $r=R$, and so does the edge moment, which is proportional to $w''+\nu_sw'/r$. With a rough density of 2330 kg/m³ the central sag is 2.8 µm. The film changes the bow by $\kappa R^2/2=9.1$ µm, so the sag is 31 % of the signal. It cancels in the difference if both readings use the same support and orientation; otherwise it can spoil the result.

**Temperature.** Titanium expands more than silicon, by roughly 6 ppm/K. Two readings of the coated wafer taken 5 K apart would differ by $170.6\ \text{GPa}\times6\times10^{-6}\times5=5.1$ MPa, with the warmer film less tensile. The figure uses the bulk modulus and scales with $M_f$: for $E_f$ between 80 and 140 GPa it lies between about 3.5 and 6.2 MPa. This is a real change of stress. Predicting it needs the film modulus, since it starts from a strain; measuring it by curvature does not.

**Large deflection.** A flat disc cannot become a spherical cap without stretching. For $w=\kappa r^2/2$ and radial displacement $u$, the mid-plane strains are $\varepsilon_r=u'+\kappa^2r^2/2$ and $\varepsilon_\theta=u/r$. Radial equilibrium, $(r\sigma_r)'=\sigma_\theta$, with a free edge is solved by $u=ar+br^3$ with $b=-(3-\nu_s)\kappa^2/16$, which gives

$$\sigma_r=\frac{E_s\kappa^2}{16}(R^2-r^2),\qquad \sigma_\theta=\frac{E_s\kappa^2}{16}(R^2-3r^2).$$

Integrating $(\sigma_r^2+\sigma_\theta^2-2\nu_s\sigma_r\sigma_\theta)/2E_s$ over the disc gives the stretching energy $\pi E_sh_s\kappa^4R^6/384$. The bending energy is $\pi R^2M_sh_s^3\kappa^2/12$. Bending shortens the film by $\kappa h_s/2$ in each of two directions, so a thin film of force $f=\bar\sigma h_f$ per width contributes $-\pi R^2fh_s\kappa$. The stretching stresses add nothing to this term, because the area integral of $\sigma_r+\sigma_\theta$ is zero. Setting the derivative of the total with respect to $\kappa$ to zero and dividing by $\pi R^2h_s$,

$$f=\frac{M_sh_s^2\kappa}{6}\left[1+(1-\nu_s)K^2\right],\qquad K=\frac{R^2\kappa}{4h_s}. \tag{8}$$

For an initially flat wafer with the sample's curvature change, $K=0.0087$ and the correction is about 0.005 %. With an initial curvature $\kappa_0$, the term $\kappa^2$ in the stretching strain becomes $\kappa^2-\kappa_0^2$, with $\kappa$ now the final curvature; for the sample this roughly doubles the correction, which remains negligible. Equation (8) assumes that the cap stays spherical, so it gives the order of magnitude of the effect at its onset, not an exact correction. A real wafer bends unevenly: for an initially flat one, the leading correction for the curvature at the centre is a little over twice that in (8). Nor does (8) describe strongly bent wafers.

**Real films.** The analysis assumes a uniform film, and this should be checked. Where the film is locally 5 % thicker than the value used, the stress inferred from a given local force is about 5 % too high. If the film is etched into lines, the stress is no longer equal in all directions, and (2) should not be applied.

## Recommendation

The stress should be restated as about 300 MPa, tensile, with an uncertainty taken from the thicknesses, the substrate's biaxial modulus and the curvature readings. Measuring the film modulus is worthwhile if the authors wish to report elastic strain, predict the effect of a temperature change, or treat coatings thick enough for the first-order term in (7) to matter. It is not a precondition for the stress reported here. The full set of values is in the numerical output below.

## Calculated quantities

```
Si Young modulus, cube axis (rough): 130 GPa
Si Poisson ratio, cube axis (rough): 0.28
Si shear modulus, cube axes (rough): 80 GPa
Si biaxial modulus M_s: 180.6 GPa
Ti Young modulus (rough): 116 GPa
Ti Poisson ratio (rough): 0.32
Ti biaxial modulus M_f: 170.6 GPa
modulus ratio m: 0.945
wafer thickness: 525 um
film thickness: 200 nm
wafer diameter: 100 mm
thickness ratio h: 3.810e-04
curvature before: 0.0020 1/m
curvature after: 0.0093 1/m
curvature change: 0.0073 1/m
radius for the curvature change: 137.0 m
centre-to-edge bow change: 9.13 um
film force per width: 60.55 N/m
Stoney stress: 302.74 MPa
mean stress on bent wafer: 302.63 MPa
stress if wafer held flat: 303.06 MPa
flat-stress correction to Stoney: 0.106 %
assumed Ti modulus 80 GPa: mean 302.63 MPa, flat 302.93 MPa, strain 0.257 %
assumed Ti modulus 116 GPa: mean 302.63 MPa, flat 303.06 MPa, strain 0.177 %
assumed Ti modulus 140 GPa: mean 302.63 MPa, flat 303.15 MPa, strain 0.147 %
wrong: film modulus in Stoney: 286.0 MPa
wrong: initial curvature ignored: 385.7 MPa
wrong: Poisson ratio left out: 218.0 MPa
Si Young modulus, face diagonal: 169.7 GPa
Si Poisson ratio, face diagonal: 0.060
Si biaxial modulus, face diagonal: 180.6 GPa
wrong: diagonal E with cube-axis nu: 395.1 MPa
yielding film, true stress: 300.00 MPa
yielding film, Stoney stress: 300.11 MPa
yielding film, misfit strain: 0.528 %
yielding film, M_f times misfit: 900.0 MPa
large-deflection parameter K: 0.00869
large-deflection correction: 0.0054 %
Si density (rough): 2330 kg/m3
gravity sag, edge support: 2.84 um
gravity sag / bow change: 31 %
thermal expansion gap (rough): 6 ppm/K
temperature drift between readings: 5 K
stress change from that drift: 5.1 MPa
stress error, wafer thickness +5 um: 1.91 %
stress error, film thickness +10 nm: -4.76 %
```
